# Does 2φ_F define threshold in an undoped double-gate channel?

**Question**

I am modelling a long n-channel silicon transistor with two identical gates, one on each side of a thin film. The film is nominally undoped. For bulk transistors I learned that threshold is the gate voltage at which the surface bands have bent by $2\phi_F$, with $\phi_F=(kT/q)\ln(N_A/n_i)$.

What should I put in for $N_A$? With a residual doping of $10^{15}\ \mathrm{cm^{-3}}$ I get one threshold, with $10^{14}\ \mathrm{cm^{-3}}$ another, and with an intrinsic film $\phi_F$ vanishes. Is one of these the right threshold, or does the rule itself need replacing?

**Answer**

None of them is a threshold. In a bulk transistor the doping that sets $\phi_F$ also sets the depletion charge that the gate must support, and when that charge takes up a large part of the gate voltage the rule follows the device. In your film that charge is almost absent. The rule then marks a point of no special significance on the subthreshold curve, and threshold has to be defined by a stated mobile charge or a stated current.

**What the rule says in bulk**

Let $v=kT/q$, and let $\psi$ be the electrostatic potential measured so that, in equilibrium with the source,

$$n=n_i e^{\psi/v},\qquad p=n_i e^{-\psi/v}.$$

I use classical statistics throughout. A neutral p-type body has $p-n=N_A$. If its potential is $\psi=-\phi_F$, this reads $2n_i\sinh(\phi_F/v)=N_A$, so

$$\phi_F=v\,\mathrm{arcsinh}\frac{N_A}{2n_i}\approx v\ln\frac{N_A}{n_i}\quad(N_A\gg n_i).$$

Bending the bands by $2\phi_F$ raises the surface from $-\phi_F$ to $\psi_s=+\phi_F$. The surface electron density is then $n_i e^{\phi_F/v}\approx N_A$. That is the whole content of the rule.

It is useful in bulk because of the field. With a depletion width $x_d$ and silicon permittivity $\varepsilon$, the surface field is $E_s=qN_Ax_d/\varepsilon$. Near the surface the potential falls by $E_sx$ at depth $x$, so $n\approx N_Ae^{-E_sx/v}$ and the electron charge per area has magnitude

$$Q_i\approx qN_A\int_0^\infty e^{-E_sx/v}dx=\frac{qN_Av}{E_s}=\frac{\varepsilon}{x_d}v=C_{dep}\,v .$$

This is a charge on the thermal scale, capacitance times $v$. It is smaller than $Cv$, where $C$ is the oxide capacitance, whenever $C_{dep}<C$, so even in bulk the rule falls somewhat below a charge criterion $Q_i=Cv$.

For numbers, take a 10 nm oxide and a gate whose Fermi level lies at the silicon intrinsic level (a midgap gate), and integrate the bulk Poisson equation numerically. At $N_A=10^{16}\ \mathrm{cm^{-3}}$ the rule gives 0.498 V and the charge criterion 0.589 V. At $10^{17}\ \mathrm{cm^{-3}}$ they give 0.898 V and 0.958 V. The rule is low by 91 and 60 mV, but it moves by 0.400 V while the charge criterion moves by 0.369 V. Here it follows the real change in the device, because most of that change, about 0.34 V, is the oxide drop due to the depletion charge, which both criteria share. This needs the change in depletion charge divided by $C$ to be large compared with $v\ln10$. With a 1 nm oxide and light doping it is not, even in bulk: from $10^{14}$ to $10^{15}\ \mathrm{cm^{-3}}$ the rule moves by 62 mV and the charge criterion by 8 mV, and at $10^{15}\ \mathrm{cm^{-3}}$ the rule is low by 0.21 V.

**The undoped film**

Let the film have thickness $t$, with $x=0$ at its centre, and let each gate have oxide capacitance $C$ per area. The channel is long, so the potential varies mainly across the film. Along the channel the electron quasi-Fermi potential $V$ runs from 0 at the source to $V_D$ at the drain. With electrons as the sole charge, Poisson's equation is

$$\psi''=\frac{q n}{\varepsilon},\qquad n=n_ie^{(\psi-V)/v}.$$

Call the centre potential $\psi_0$, the centre density $n_0$, and put $u=(\psi-\psi_0)/v$. Then $u''=(qn_0/\varepsilon v)e^u$. Multiply by $2u'$ and integrate from the centre, where $u=u'=0$ by symmetry:

$$u'^2=\frac{2qn_0}{\varepsilon v}(e^u-1).$$

Substitute $u=-2\ln\cos\theta$. This gives $u'=2\theta'\tan\theta$ and $e^u-1=\tan^2\theta$, so $\theta'$ is constant:

$$\theta=x\sqrt{\frac{qn_0}{2\varepsilon v}}\equiv\frac{2\beta x}{t},\qquad n_0=\frac{8\varepsilon v\beta^2}{qt^2}.$$

Here $\beta$ is the value of $\theta$ at the surface $x=t/2$, and $0<\beta<\pi/2$. The surface slope is $\psi'=v\cdot2(2\beta/t)\tan\beta$. Let $Q$ be the magnitude of the total electron charge per area. By symmetry each gate supports half of it, so Gauss's law gives $Q/2=\varepsilon\psi'$, or

$$Q=\frac{8\varepsilon v}{t}\beta\tan\beta. \tag{1}$$

The surface density is $n_s=n_0/\cos^2\beta$. Eliminating $\varepsilon$ with (1),

$$n_s=\frac{Q}{qt}\,\frac{\beta}{\tan\beta\cos^2\beta}=\frac{Q}{qt}\,\frac{2\beta}{\sin2\beta}.$$

The surface potential is $\psi_s=V+v\ln(n_s/n_i)$. The drop across each oxide is $Q/2C$. For midgap gates and no interface charge, therefore,

$$V_G-V=v\ln\frac{Q}{qn_it}+v\ln\frac{2\beta}{\sin2\beta}+\frac{Q}{2C}. \tag{2}$$

A different gate work function adds a constant to $V_G$. The first term is the potential needed to fill the film uniformly. The second, the profile term, accounts for the crowding of electrons towards the surfaces. There is no doping in (2), and so no place for $\phi_F$.

At small $Q$ the logarithm dominates and $Q\propto e^{V_G/v}$. At large $Q$ most of any further increase in gate voltage falls across the oxide, and $Q$ grows nearly linearly. The surface potential does not lock to a fixed value in between. The first integral gives $n_s=n_0+Q^2/(8\varepsilon qv)$, while $n_0$ stays below $2\pi^2\varepsilon v/(qt^2)$ because $\beta<\pi/2$. Hence $\psi_s$ rises as $v\ln Q$ at low charge and as $2v\ln Q$ at high charge.

**What residual doping does**

Add a few ionized acceptors, with holes negligible. At low electron charge the film potential is

$$\psi=\psi_s-\frac{qN_A}{2\varepsilon}\left(\frac{t^2}{4}-x^2\right).$$

The average of the bracket over the film is $t^2/4-t^2/12=t^2/6$. If the bow is much smaller than $v$, the average electron density is lowered as though the whole film sat $qN_At^2/(12\varepsilon)$ below the surface. To recover the same $Q$, the surface must rise by that amount. The acceptor charge also adds $qN_At/2C$ to each oxide drop. The shift at fixed low $Q$ is

$$\Delta V_G=\frac{qN_At}{2C}+\frac{qN_At^2}{12\varepsilon}. \tag{3}$$

This is linear in $N_A$ and small. The voltage selected by the rule, by contrast, is close to $\phi_F$, which moves by $v\ln10$ for each decade of $N_A$.

**Numbers for a thin fin**

Take $t=8$ nm, a 1 nm silicon-dioxide equivalent on each side, $T=300$ K, $n_i=10^{10}\ \mathrm{cm^{-3}}$, and relative permittivities 11.7 and 3.9. Then $v=25.85$ mV and $C=3.453\ \mathrm{\mu F/cm^2}$. For the doped cases I solved Poisson's equation with electrons, holes and acceptors by finite volumes and Newton iteration. The rule $\psi_s=\phi_F$ gives:

- intrinsic film: $V_G=0$, $8.0\times10^3$ electrons/cm²;
- $N_A=10^{14}\ \mathrm{cm^{-3}}$: 0.238 V, $8.0\times10^7$ electrons/cm²;
- $N_A=10^{15}\ \mathrm{cm^{-3}}$: 0.298 V, $8.0\times10^8$ electrons/cm²;
- $N_A=10^{16}\ \mathrm{cm^{-3}}$: 0.358 V, $7.9\times10^9$ electrons/cm².

The densities are close to $N_At$, as they must be when the potential is nearly flat and $n_s=N_A$. For the intrinsic film the density is $n_it$.

From $10^{15}$ to $10^{16}\ \mathrm{cm^{-3}}$ the rule moves by 59.9 mV. The gate voltage needed for a fixed charge of $1.114\times10^{12}$ electrons/cm², which will serve as threshold below, moves by 0.23 mV. Equation (3) gives 0.27 mV for the whole effect of $10^{16}\ \mathrm{cm^{-3}}$ at low charge. The device has hardly changed, but the rule reports a new threshold.

Nor does the curve show a feature there. At the rule's point for $10^{15}\ \mathrm{cm^{-3}}$, the charge still rises by a decade per 59.6 mV, essentially the exponential value $v\ln10=59.5$ mV.

Counting atoms makes the point physically. A device 30 nm long and 40 nm high contains on average 0.0096 acceptors at $10^{15}\ \mathrm{cm^{-3}}$. If they are placed at random, nearly all such devices contain none. At the rule's gate voltage the mean electron number is also 0.0096. A threshold that depends on this average doping refers to atoms that most of the devices do not have.

**A charge criterion**

The two regimes of (2) suggest a natural charge. In a thin film $\beta\ll1$, the profile term vanishes, and at the source

$$V_G=v\ln\frac{Q}{qn_it}+\frac{Q}{2C},\qquad \frac{dV_G}{dQ}=\frac vQ+\frac1{2C}.$$

Inverting the derivative gives the gate capacitance associated with the electrons,

$$\frac{dQ}{dV_G}=2C\,\frac{Q}{Q+Q_T},\qquad Q_T=2Cv. \tag{4}$$

At $Q=Q_T$ it has reached half its limiting value $2C$, and the oxide drop equals $v$. Below $Q_T$ the gate mainly moves the film potential. Above it the gate mainly adds charge.

One may instead choose the peak of the second derivative. Differentiating (4) with respect to $Q$ and multiplying by $dQ/dV_G$ gives

$$\frac{d^2Q}{dV_G^2}=2C\frac{Q_T}{(Q+Q_T)^2}\cdot2C\frac{Q}{Q+Q_T}=4C^2\frac{Q_TQ}{(Q+Q_T)^3}.$$

Setting the derivative of its logarithm to zero, $1/Q=3/(Q+Q_T)$, puts the peak at $Q=Q_T/2$. For constant mobility and $V_D\ll v$ the current is proportional to $Q$, so this is also where the transconductance rises fastest.

I take $Q=Q_T$ as the charge criterion. Here $Q_T=0.1785\ \mathrm{\mu C/cm^2}$, or $1.114\times10^{12}$ electrons/cm², about 13 electrons in the device above. Equation (1) requires

$$\beta\tan\beta=\frac{Q_Tt}{8\varepsilon v}=\frac{Ct}{4\varepsilon}=\frac{3.9}{11.7}\cdot\frac{8}{4\times1}=0.667,$$

so $\beta=0.736$. The three terms of (2) are 484.8, 10.1 and 25.9 mV, and the charge threshold is

$$V_{T,Q}=0.521\ \mathrm V.$$

Without the profile term it would be 0.511 V.

Subtracting $V_G\approx v\ln(N_A/n_i)$ for the old rule gives the gap

$$V_{T,Q}-V_{2\phi_F}\approx v\left[\ln\frac{Q_T}{qN_At}+\ln\frac{2\beta}{\sin2\beta}+1\right]. \tag{5}$$

For $N_A=10^{15}\ \mathrm{cm^{-3}}$ the first ratio is $1.114\times10^{12}/(8\times10^8)=1390$, whose logarithm is 7.24. The gap is $187+10+26=223$ mV. It grows without bound in (5) as $N_A\to0$, but that formula assumes $N_A\gg n_i$. For an intrinsic film the rule stops at $V_G=0$, and the gap is 521 mV.

Since $\beta$ is not small here, the capacitance criteria must be evaluated from the full law (2). Half capacitance occurs at $1.45\,Q_T$ and 0.546 V. The upward move has a simple cause: $2\beta/\sin2\beta$ grows with $Q$, so the profile term adds to $dV_G/dQ$ and delays the rise of the capacitance. The second-derivative peak occurs at $0.39\,Q_T$ and 0.475 V.

**A current criterion**

Measurements often provide current more directly than charge. For constant mobility $\mu$, drift and diffusion together give

$$I=\mu\frac WL\int_0^{V_D}Q\,dV.$$

Here $W$ is the fin height, counted once because $Q$ includes both gates. At fixed $V_G$, equation (2) makes $Q$ fall as $V$ rises. Since $n_s=8\varepsilon v\beta^2/(qt^2\cos^2\beta)$, its differential is

$$-dV=2v\left(\frac1\beta+\tan\beta\right)d\beta+\frac{dQ}{2C}.$$

Multiply by $Q$ and use (1) in the first term. The result is

$$-Q\,dV=\frac{8\varepsilon v^2}{t}\left(2\tan\beta+2\beta\tan^2\beta\right)d\beta+\frac{Q\,dQ}{2C}.$$

The bracket is the derivative of $2\beta\tan\beta-\beta^2$, because $\sec^2\beta-1=\tan^2\beta$. Integrating from source to drain, with the minus sign reversing the limits,

$$I=\mu\frac WL\left[2vQ-\frac{8\varepsilon v^2}{t}\beta^2+\frac{Q^2}{4C}\right]_{\text{drain}}^{\text{source}}. \tag{6}$$

In weak inversion $\beta^2\approx Qt/(8\varepsilon v)$, so the first two terms combine to $vQ$ and the last is negligible. The drain charge is $e^{-V_D/v}$ times the source charge $qn_ite^{V_G/v}$. A chosen current $I_T$ is therefore reached at

$$V_{T,I}\approx v\ln\frac{I_T}{\mu(W/L)\,qn_it\,v(1-e^{-V_D/v})}.$$

Take $\mu=300\ \mathrm{cm^2/Vs}$, $V_D=50$ mV and $I_T=100\ \mathrm{nA}\times W/L$. The weak-inversion formula gives 0.421 V and the full law (6) gives 0.423 V, with $9.0\times10^{10}$ electrons/cm² at the source. At the old rule's point for $10^{15}\ \mathrm{cm^{-3}}$ the current is 0.85 nA times $W/L$. For the intrinsic film it is $8.5\times10^{-6}$ nA times $W/L$.

The new criteria thus span 0.423 to 0.546 V. They ask different questions, and a quoted threshold needs its criterion, including $V_D$ for a current. What they share is that residual doping enters through its small electrostatic effect, not through a logarithm.

**Can another fixed potential replace $\phi_F$?**

Not as a material constant. At $Q_T$ the surface potential is

$$\psi_{s,T}=v\ln\frac{2Cv}{qn_it}+v\ln\frac{2\beta}{\sin2\beta},$$

which depends on thickness, oxide and temperature. With the oxide and temperature held fixed, it is 0.508, 0.495 and 0.485 V for films of 4, 8 and 16 nm. A fixed potential can serve as a fit for one structure, but the charge criterion determines its value.

The argument also has a limit on the doped side. The film contains $Q_T/q$ acceptors per area when $N_A=1.114\times10^{12}/(8\times10^{-7})\approx1.4\times10^{18}\ \mathrm{cm^{-3}}$. Near that doping the acceptor charge is no longer a small correction, and (2) must be replaced by a doped-film solution. If the film is also thick enough to keep a neutral centre, each side becomes a bulk transistor and the $2\phi_F$ rule recovers its bulk meaning.

**How this compares with a real fin**

The dimensions are rough values for a lightly doped silicon fin transistor. The midgap gate is a convenient reference; a real gate metal may be chosen to lower the threshold, which shifts all the gate voltages above by the same constant.

The following estimates size what the model omits at the charge threshold:

- Confinement in a flat well raises it by about 18 mV. This compares a sum over subbands in a flat, infinitely deep well with the classical density, for (100) faces and electron masses of 0.916 and 0.19 free-electron masses. At the charge threshold the potential is bowed, and confinement keeps electrons away from the surfaces, where the potential is highest. This adds several millivolts more. Fermi statistics adds about 0.6 mV.
- A 30 nm channel lowers the barrier by about 5 mV if screening by the channel electrons is ignored. At the charge threshold that screening makes the lowering smaller. The end potentials decay over $\lambda=4.23$ nm, from $\tan(t/2\lambda)\tan(t_{ox}/\lambda)=\varepsilon_{ox}/\varepsilon$ with a physical thickness $t_{ox}=1$ nm of silicon dioxide. A high-permittivity layer of the same capacitance is thicker: a single 5.1 nm layer of relative permittivity 20 gives $\lambda=5.0$ nm and about 9 mV. With the source at 0.56 V, the mid-channel change is $(0.56-0.495+0.025)\,\mathrm V/\cosh(L/2\lambda)$.
- Operation at 358 K lowers it by about 18 mV, if $n_i\propto T^{3/2}e^{-E_a/2kT}$ with $E_a=1.20$ eV, the criterion $Q=2Cv$ is taken at the new temperature, and the gate stays at midgap.
- One acceptor actually present adds about 1.9 mV to the mean oxide drop.

The field in silicon dioxide at $Q_T$ is 0.26 MV/cm. Among these effects the largest, confinement and temperature, are each of the order of 20 mV. They matter when matching a device, but are far smaller than the 223 mV gap at $10^{15}\ \mathrm{cm^{-3}}$. In a much shorter channel the barrier lowering would no longer be a small correction. Without screening it grows roughly as $e^{-L/2\lambda}$ when $L$ shrinks.

For your model, then, leave $\phi_F$ out of the threshold definition. Use (2) with a stated $Q$ if you want a charge threshold, or (6) with a stated $I_T$ and $V_D$ if you want to compare with current data.

Numerical values quoted here were computed with a short program.
